Tenfold Loss of Tunnelling per 0.21 nm of Barrier Film

**Exercise**

A uniform insulating film of thickness d separates two identical electrodes. For an electron crossing it, the film is a rectangular barrier whose top lies U = 3 eV above the electron's own energy. The effective mass is m_b = 0.4 m_e in the film and m₁ in the electrodes, where m_e is the free-electron mass. The electron arrives at normal incidence and tunnels coherently, without losing energy. The bias is small enough for the tilt of the barrier top to be neglected, and image-force rounding is neglected too.

(a) Find the transmission probability T(d).

(b) Show that, once the film is at least a = 0.21 nm thick, each additional 0.21 nm reduces T about tenfold, whatever the electrodes. Bound the error of this rule.

(c) Take m₁ = m_e and an electron energy E = 5 eV above the electrode band bottom. What do the first and the second 0.21 nm do, starting from bare contact?

(d) A deposition process is assumed to add 0.10 nm per cycle. How many cycles give a tenfold reduction?

**Hints**

1. Where the mass changes, ψ and ψ′/m are continuous. The second condition keeps the probability current continuous.
2. Write the film solution with hyperbolic functions centred on the exit face, where there is just one outgoing wave.
3. For (b), use sinh²y = (cosh 2y − 1)/2 and compare T(d)/T(d+a) with a pure exponential.
4. In (c), the film is not thick. Return to the full formula.

**Solution**

*(a) Transmission.* Let the film occupy 0 < x < d. In the electrodes ψ″ = −k²ψ and in the film ψ″ = κ²ψ, with

k = √(2m₁E)/ħ,  κ = √(2m_b U)/ħ.

U is the barrier height that remains above the electron's energy, because the film equation contains only the difference between potential and energy.

On the left, ψ = A e^(ikx) + B e^(−ikx). On the right, ψ = F e^(ik(x−d)). In the film, continuity of ψ at x = d fixes the cosh coefficient as F:

ψ = F cosh κ(x−d) + S sinh κ(x−d).

Continuity of ψ′/m at x = d gives (κ/m_b)S = i(k/m₁)F. With the ratio

ρ = (κ/m_b)/(k/m₁),

this is S = iF/ρ. At x = 0, continuity of ψ gives

A + B = F[cosh κd − (i/ρ) sinh κd].

Continuity of ψ′/m at x = 0 gives

i(k/m₁)(A − B) = (κ/m_b)F[−sinh κd + (i/ρ) cosh κd].

Dividing by ik/m₁ turns the prefactor on the right into ρ/i = −iρ, so

A − B = F[cosh κd + iρ sinh κd].

Adding the two results removes B:

A/F = cosh κd + (i/2)(ρ − 1/ρ) sinh κd.

The electrodes are identical, so the incident and transmitted waves have the same velocity and T = |F/A|². Using cosh² = 1 + sinh²,

1/T = 1 + [1 + (ρ − 1/ρ)²/4] sinh²κd.

The bracket equals (ρ + 1/ρ)²/4, because the squares of the sum and of the difference differ by 4. Hence

T = 1/(1 + C sinh²κd),  C = (ρ + 1/ρ)²/4 ≥ 1.

At d = 0 this gives T = 1, as it must for two identical electrodes in contact. For κd ≫ 1, sinh²κd → e^(2κd)/4 and

T → (4/C) e^(−2κd).

For a given U, the electrodes now enter through the prefactor alone. Replacing a real electrode usually changes U as well, and κ with it.

*(b) The effect of added thickness.* In the thick-film limit the prefactor cancels from the ratio of two transmissions:

T(d)/T(d+a) → r = e^(2κa).

In SI units U = 4.80653×10⁻¹⁹ J, so

κ = √(2 × 0.4 × 9.109384×10⁻³¹ kg × 4.80653×10⁻¹⁹ J)/(1.054572×10⁻³⁴ J s)
 = 5.612×10⁹ m⁻¹ = 5.612 nm⁻¹.

The exponent is 2κa = 2 × 5.612 × 0.21 = 2.357, and therefore

r = e^2.357 = 10.6.

This is the stated tenfold reduction. The thickness for which r = 10 follows from 2κℓ = ln 10:

ℓ = ln 10/(2κ) = 2.3026/(11.224 nm⁻¹) = 0.205 nm.

To bound the error, let R = T(d)/T(d+a) be the ratio at finite thickness. The identity in hint 3 gives

1/T = (C/2)[cosh(2κd) + g],  g = 2/C − 1.

Since C ≥ 1 is finite, −1 < g ≤ 1. Thus

R = [cosh(2κd + 2κa) + g]/[cosh(2κd) + g].

Set q = e^(−2κd). Then cosh(2κd) = (1/q + q)/2 and cosh(2κd + 2κa) = (r/q + q/r)/2. In R − r the large terms r/(2q) cancel, leaving

R − r = [(q/r − rq)/2 + g(1 − r)]/[cosh(2κd) + g].

Division by r, and extraction of the common factor 1 − 1/r, give

R/r − 1 = −(1 − 1/r)[g + (1 + 1/r)q/2]/[cosh(2κd) + g].

Because r > 1, the factor 1 − 1/r is below 1 and (1 + 1/r)q/2 lies between 0 and q. The square bracket in the numerator is therefore smaller than 1 + q in magnitude. The denominator exceeds cosh(2κd) − 1 = (1 − q)²/(2q). So, for any electrode mass and energy in this model,

|R/r − 1| < 2q(1 + q)/(1 − q)².

The right-hand side falls as d grows. At d = 0.21 nm, where q = 1/r = 0.095, it is 0.25, so R lies between about 8 and 13 for any electrodes. At d = 0.10 nm it is 1.9, and the tenfold rule is no longer guaranteed. At d = 1.00 nm it is only 2.7×10⁻⁵, relative to r. The rule is then limited by the barrier model and its parameters, and hardly at all by the exponential approximation. In particular, m_b must describe the decay 3 eV below the film's conduction band, which the mass at the band edge need not do. In a symmetric two-band model with gap E_g and band-edge mass m_b, κ² is multiplied by 1 − U/E_g. For E_g = 9 eV, 0.21 nm would then reduce T by 6.9 instead of 10.6.

Direct numerical integration of the Schrödinger equation, which does not use the formula from (a), gives for the electrodes of part (c):

d = 1.00 nm: T = 5.12×10⁻⁵
d = 1.21 nm: T = 4.85×10⁻⁶
d = 1.42 nm: T = 4.60×10⁻⁷
d = 1.63 nm: T = 4.35×10⁻⁸

Each successive ratio is 10.56.

*(c) The first layers.* The electrode wavevector is k = 11.456 nm⁻¹, so

ρ = (5.612/0.4)/11.456 = 1.225,  C = (1.225 + 1/1.225)²/4 = 1.042.

For the first 0.21 nm, T(0) = 1 and the reduction factor is 1/T(a) = 1 + C sinh²κa. With cosh(2κa) = (10.56 + 1/10.56)/2 = 5.327,

sinh²κa = (5.327 − 1)/2 = 2.164,
1/T(a) = 1 + 1.042 × 2.164 = 3.25.

The first step thus reduces T by a factor of 3.25, and the second, from 0.21 to 0.42 nm, by 9.07. The second value is below r because here g = 2/1.042 − 1 = 0.92 is positive, which makes the correction in (b) negative.

The factor 3.25 is not universal. The first step contains C itself, which depends on the electrodes; C ≈ 4.2 would make it tenfold. This is why the rule in (b) is stated for thickness added to an existing film. A continuum barrier with a bulk effective mass is also a doubtful description of a film one or two atomic layers thick, so these two numbers describe the model more than a real first layer.

*(d) Deposition cycles.* One cycle adds 0.10 nm and reduces T by e^(2 × 5.612 × 0.10) = 3.07. A tenfold reduction takes 0.205/0.10 = 2.05 cycles, or about two. The count assumes steady growth on a film that is already closed and thick enough for the exponential form, here about 0.5 nm or more.

Pinholes break the rule. Suppose a fraction f of the area is bare contact, wide enough to conduct in parallel with the film. It contributes f × 1 to the mean transmission, independently of d. When f equals T(d), the pinholes carry about half of the mean transmission, so further thickness on the covered area can at most halve it. At d = 1.00 nm in this example, that is f ≈ 5×10⁻⁵. The rule fails well before this point: at f = 5×10⁻⁶, the next 0.21 nm reduces the mean transmission by a factor of only 5.7. These numbers hold for electrons at normal incidence. A measured conductance (Variation 2) is more sensitive, because bare contact passes all directions while the film passes only a narrow cone. At d = 1.00 nm the pinholes carry half of the conductance already at f ≈ 2×10⁻⁶, and at f = 5×10⁻⁶ the next 0.21 nm reduces it by a factor of only 1.4.

**Variation 1: another barrier or another mass**

*Question.* How does ℓ change if (i) the 3 eV is counted from the electrode band bottom and the electron has E = 1 eV, or (ii) U = 3 eV but m_b = m_e?

*Solution.* Since κ ∝ √(m_b U),

ℓ ∝ 1/√(m_b U).

(i) The electron sees U = 3 − 1 = 2 eV. Hence ℓ = 0.205 × √(3/2) = 0.251 nm, and 0.21 nm reduces T by 10^(0.21/0.251), about 7.

(ii) ℓ = 0.205 × √0.4 = 0.130 nm, and 0.21 nm reduces T by 10^(0.21/0.130), about 40.

The tenfold rule therefore belongs to the product m_b U = 1.2 m_e eV. For small changes, δℓ/ℓ = −½ δ(m_b U)/(m_b U): a 10% error in the barrier height shifts ℓ by about 5%.

**Variation 2: conductance instead of one electron**

*Question.* A low-bias measurement at zero temperature collects electrons from all directions. Does the conductance per area, G/A, also fall about tenfold when d grows from 2.00 to 2.21 nm? Use the electrodes of part (c), with E as the Fermi energy.

*Solution.* In a uniform film the in-plane wavevector p is conserved. The factor e^(ip·r) adds a kinetic term to the film equation, which becomes ψ″ = (κ² + p²)ψ, so the decay constant is

κ_p = √(κ² + p²).

In the electrode, k² is replaced by k² − p². For each p and spin, the density of forward-moving states per unit length and energy is 1/(hv), where v is the velocity along x. Multiplied by v, it gives a rate 1/h per unit energy. With charge e, an energy window e × (bias) and two spins, each p contributes (2e²/h)T(p) to the conductance. There are d²p/(2π)² values of p per unit area, so

G/A = (2e²/h) ∫ T(p) d²p/(2π)² = (2e²/h)(1/2π) ∫₀ᵏ T(p) p dp.

For a thick film T(p) ≈ (4/C_p) e^(−2κ_p d), where C_p is C evaluated at p. Small p dominates: there κ_p ≈ κ + p²/(2κ), and the integrand falls as e^(−p²d/κ). Three approximations follow: use the exponential form, hold C_p at its p = 0 value, and extend the upper limit to infinity. Since p dp = κ_p dκ_p, integration by parts gives

∫ from κ to ∞ of s e^(−2sd) ds = e^(−2κd)[κ/(2d) + 1/(4d²)].

The bracket is 1.466 nm⁻² at 2.00 nm and 1.321 nm⁻² at 2.21 nm. The conductance ratio is then

10.56 × 1.466/1.321 = 11.7.

Numerical integration over p with the full T(p) gives G/A = 1.20×10⁴ S/m² at 2.00 nm and 1.03×10³ S/m² at 2.21 nm, a ratio of 11.68. The thick-film law gives 11.72, which is 0.3% higher.

So the conductance also falls about tenfold, slightly faster than T at normal incidence. The extra factor of 1.11 arises because the range of contributing directions, p² ~ κ/d, narrows as the film thickens.

Numbers as computed

```
Barrier above electron energy U = 3.0 eV
Film mass m_b = 0.4 m_e; electrode mass m1 = 1.0 m_e
Electron energy above electrode band bottom E = 5.0 eV
hbar = 1.054572e-34 J s
m_e = 9.109384e-31 kg
U in SI = 4.80653e-19 J
Decay constant kappa = 5.6121e+09 1/m
Decay constant kappa = 5.6121 1/nm
Exponent 2*kappa*a for a = 0.21 nm: 2.3571
Suppression factor r = 10.560
Exact tenfold thickness = 0.2051 nm
Electrode wavevector k = 11.4558 1/nm
Matching factor C = 1.0417; thick-film prefactor 4/C = 3.8400
Transmission at d = 1.00 nm: 5.1247e-05
Transmission at d = 1.21 nm: 4.8529e-06
Transmission at d = 1.42 nm: 4.5954e-07
Transmission at d = 1.63 nm: 4.3516e-08
Ratio T(1.00 nm)/T(1.21 nm) = 10.560
Ratio T(1.21 nm)/T(1.42 nm) = 10.560
Ratio T(1.42 nm)/T(1.63 nm) = 10.560
Bound on relative ratio error at d = 1.00 nm: 2.67e-05
Bare-contact step, 0 to 0.21 nm: factor 3.254
Next step, 0.21 to 0.42 nm: factor 9.073
Tenfold thickness, U = 3.0 eV, m_b = 0.4 m_e, E = 5.0 eV: 0.2051 nm
Tenfold thickness, U = 2.0 eV, m_b = 0.4 m_e, E = 1.0 eV: 0.2512 nm
Tenfold thickness, U = 3.0 eV, m_b = 1.0 m_e, E = 5.0 eV: 0.1297 nm
Conductance per area at 2.00 nm: 1.2021e+04 S/m^2
Conductance per area at 2.21 nm: 1.0292e+03 S/m^2
Conductance ratio by quadrature = 11.680
Conductance ratio by thick-film law = 11.717
Assumed growth per cycle = 0.10 nm
Suppression per cycle = 3.072
Cycles per tenfold suppression = 2.051
```
